# Why the Semiconductor Mass Sets the Richardson Constant

To extract a Schottky barrier height from a measured saturation current, one must choose a Richardson constant, and therefore a mass. The current density $J$ gives the barrier through

$$\Phi = k_BT\,\ln\frac{A^*T^2}{J},\qquad A^*=\frac{4\pi e\,m\,k_B^2}{h^3}.$$

Suppose the metal has the free-electron mass $m_0$ and the semiconductor has $0.067\,m_0$. At 300 K, using the metal mass in place of the semiconductor mass raises the extracted barrier by $k_BT\ln(1/0.067)=0.070$ eV. The electrons start in the metal, so the metal mass may seem the natural choice. A solvable model of the interface shows why it cancels, and what has to hold for it to do so.

## The model

The interface is a flat plane normal to $z$. Energy $E$ is measured from the top of the barrier, which lies $\Phi$ above the Fermi level and $U$ above the bottom of the metal band. Both bands are isotropic and parabolic, with masses $m_m$ in the metal and $m_s$ in the semiconductor. The wavevector $\mathbf k_t$ parallel to the plane is conserved, so an electron of energy $E$ obeys

$$E=\frac{\hbar^2(k_z^2+k_t^2)}{2m_m}-U\quad\text{(metal)},\qquad
E=\frac{\hbar^2(q_z^2+k_t^2)}{2m_s}\quad\text{(semiconductor at the barrier top)}.$$

An electron is transmitted with probability $\mathcal T=1$ if both $k_z$ and $q_z$ are real, and with $\mathcal T=0$ otherwise. Tunnelling is thereby left out. Every outgoing semiconductor state is assumed to have a propagating metal partner. Finally $\Phi\gg k_BT$, so the Fermi function above the barrier is $f\simeq e^{-(E+\Phi)/k_BT}$. I quote $J$ as the positive magnitude of the one-way current density from metal to semiconductor.

## The current counts channels

With a factor 2 for spin, the electrons moving towards the interface carry

$$J=\frac{2e}{(2\pi)^3}\int d^2k_t\int_{k_z>0}dk_z\,v_z\,f\,\mathcal T .$$

At fixed $\mathbf k_t$ the normal velocity is $v_z=\hbar^{-1}\partial E/\partial k_z$, so $v_z\,dk_z=dE/\hbar$. The number of states per unit energy along $k_z$ is inversely proportional to their normal velocity, so whatever the metal mass does to one is undone by the other. The first appearance of the metal mass is gone. Since $(2\pi)^3\hbar=(2\pi)^2h$,

$$J=\frac{2e}{h}\int dE\,f(E)\,N(E),\qquad N(E)=\int\frac{d^2k_t}{(2\pi)^2}\,\mathcal T(E,\mathbf k_t).$$

$N(E)$ is the number of open transverse channels per unit area and spin. A channel is open if the semiconductor can carry it, which requires $q_z^2\ge0$, or $k_t^2\le 2m_sE/\hbar^2$. This is a disc in the $\mathbf k_t$ plane, and

$$N(E)=\frac{1}{(2\pi)^2}\,\pi\,\frac{2m_sE}{\hbar^2}=\frac{m_sE}{2\pi\hbar^2}=\frac{2\pi m_sE}{h^2}\qquad(E\ge0).$$

The metal could offer a much larger disc, but the extra channels have no continuation on the other side: their electrons are totally reflected. Using $\int_0^\infty E\,e^{-E/k_BT}dE=(k_BT)^2$,

$$J=\frac{2e}{h}\,\frac{2\pi m_s}{h^2}\,(k_BT)^2e^{-\Phi/k_BT}
=\frac{4\pi e\,m_sk_B^2}{h^3}\,T^2e^{-\Phi/k_BT}.$$

The mass in $A^*$ therefore measures the transverse phase space of the semiconductor, which under the assumptions made here is the side that limits the number of open channels. The weight $E\,e^{-E/k_BT}$ also gives the mean energy of the emitted electrons above the barrier top, $2k_BT$.

If the semiconductor is replaced by vacuum, $m_s$ becomes $m_0$, and the same argument gives 120 A/(cm² K²), independent of the metal mass as long as every outgoing state has a metal partner. That value belongs to the vacuum on the far side.

## Where the metal mass goes

The cancellation can also be followed in metal variables. Write $E_z=\hbar^2k_z^2/2m_m$ and $E_t=\hbar^2k_t^2/2m_m$, so that $E=E_z+E_t-U$. With the same $k_t$, the transverse energy in the semiconductor is $(m_m/m_s)E_t$. The condition $E\ge(m_m/m_s)E_t$ becomes

$$E_z\ \ge\ U+\left(\frac{m_m}{m_s}-1\right)E_t .$$

For $m_m>m_s$, an electron moving obliquely needs extra normal energy, because crossing the interface raises its transverse energy. For $m_m<m_s$, transverse energy is released into normal motion and the threshold falls.

In the current integral, $d^2k_t$ becomes $2\pi k_t\,dk_t=(2\pi m_m/\hbar^2)\,dE_t$: the metal supplies a transverse weight proportional to $m_m$. The energy integrals then give

$$m_m\int_0^\infty dE_t\int_{(m_m/m_s)E_t}^\infty dE\,e^{-E/k_BT}
=m_m\,k_BT\int_0^\infty dE_t\,e^{-(m_m/m_s)E_t/k_BT}
=m_m\,\frac{m_s}{m_m}\,(k_BT)^2 .$$

Refraction multiplies the supply by $m_s/m_m$, and $m_s$ is left. The simpler rule $E_z\ge U$ would set the lower limit of the $E$ integral to $E_t$ and leave $m_m$. That rule is correct if the masses are equal; otherwise it ignores the change of transverse energy at the interface.

A direct sum over metal wavevectors tests this. For each electron it asks whether a semiconductor state with the same $E$ and $\mathbf k_t$ exists. With $U=7.80$ eV, $T=300$ K and $m_s=0.067\,m_0$, metal masses of 1.0, 0.5 and $0.03\,m_0$ all return a Richardson mass of $0.0670\,m_0$. Applying $E_z\ge U$ to the metal of mass $m_0$ returns $1.002\,m_0$; the exact value is $m_0$, and the 0.2% excess is the error of the grid.

## The same current seen from the semiconductor

In equilibrium an equal current flows back. At the barrier top the semiconductor electrons form a dilute gas of density $n=N_ce^{-\Phi/k_BT}$, with

$$N_c=2\left(\frac{2\pi m_sk_BT}{h^2}\right)^{3/2},\qquad \bar v=\left(\frac{8k_BT}{\pi m_s}\right)^{1/2}.$$

The flux of such a gas onto a plane is $n\bar v/4$. Density contributes $m_s^{3/2}$ and speed $m_s^{-1/2}$. The numerical factors combine as $\tfrac{2}{4}(2\pi)^{3/2}(8/\pi)^{1/2}=4\pi$, so $en\bar v/4$ equals the current found above.

This view also shows how much work transverse conservation does. Let an elastic interface connect $N_s$ semiconductor channels to the metal channels at energy $E$. Its scattering matrix is unitary, so the squared magnitudes in every row and every column add to one. Summing over the semiconductor rows, or over the semiconductor columns, gives

$$\mathcal T_{m\to s}=N_s-R_s=\mathcal T_{s\to m},$$

where $\mathcal T$ now denotes total transmission and $R_s$ is the total reflection back into the semiconductor. If $R_s=0$, the current has the mass $m_s$ even when the interface scatters $\mathbf k_t$. The deeper condition is that the metal absorbs every electron arriving from the semiconductor. Conservation of $\mathbf k_t$ makes the partners one-to-one and turns the condition into simple geometry.

## Numbers for a contact

Take $m_s=0.067\,m_0$, $m_m=m_0$, $\Phi=0.80$ eV, a metal Fermi energy of 7.0 eV and $T=300$ K. Then $U=7.0+0.80=7.80$ eV, $k_BT=0.02585$ eV, and

$$A^*=0.067\times120.17=8.05\ \text{A/(cm}^2\,\text{K}^2),$$

$$J=8.05\times300^2\times e^{-0.80/0.02585}=2.6\times10^{-8}\ \text{A/cm}^2=2.6\times10^{-4}\ \text{A/m}^2 .$$

The metal mass would give $3.9\times10^{-7}$ A/cm², larger by the mass ratio 14.9.

The narrowness of the exit is clearest as an angle. An electron in the metal has total wavevector $K$ with $K^2=2m_m(E+U)/\hbar^2$, and $k_t=K\sin\theta$. The channel condition becomes

$$\sin^2\theta\le\frac{m_sE}{m_m(E+U)} .$$

At the mean energy $E=2k_BT=0.0517$ eV, the right side is $0.067\times0.0517/7.85=4.4\times10^{-4}$, so the electron must arrive within 1.2° of the normal. Equivalently, the metal has 16.4 transverse channels per nm² and spin at this energy, and the semiconductor has 0.0072.

## When partners are missing

A metal partner exists if $k_z^2\ge0$, or $k_t^2\le2m_m(E+U)/\hbar^2$. The open area is then proportional to the smaller of $m_sE$ and $m_m(E+U)$. For $m_m\ge m_s$ the first is always the smaller, and no partner is missing. For $m_m<m_s$ the two cross at

$$E_c=\frac{m_m}{m_s-m_m}\,U .$$

Above $E_c$ the missing part is $m_sE-m_m(E+U)=(m_s-m_m)(E-E_c)$. Weighted with $e^{-E/k_BT}$, it integrates to $(m_s-m_m)(k_BT)^2e^{-E_c/k_BT}$. Relative to the full value $m_s(k_BT)^2$, the lost fraction is

$$\left(1-\frac{m_m}{m_s}\right)e^{-E_c/k_BT}.$$

For $E_c\gg k_BT$ the loss is negligible, which is why even the $0.03\,m_0$ metal above gave $m_s$. As $U\to0$ the loss tends to $1-m_m/m_s$, and the Richardson mass becomes $m_m$.

An intermediate case has $m_m=0.3\,m_0$, $m_s=1.0\,m_0$ and $U=k_BT$. Then $E_c=0.43\,k_BT$, the lost fraction is 0.456, and the Richardson mass is $0.544\,m_0$; the direct sum gives the same value. With $\Phi\gg k_BT$, so shallow an emitter has its Fermi level below its band and is not a metal. In a metal $U>\Phi$, so with a single parabolic band a sizeable loss needs $m_m$ to be far smaller than $m_s$. Real metals can lose partners in another way. If the band structure projected on the interface has a gap around $\mathbf k_t=0$ at the barrier energy, as on the (111) faces of copper, silver and gold, the narrow semiconductor disc finds no propagating partner whatever the masses, and the current then depends on scattering of $\mathbf k_t$ at the interface.

## When partners exist but reflect

Existence of a partner does not ensure full transmission. At an abrupt step, let the incident, reflected and transmitted amplitudes be 1, $r$ and $t$. Continuity of the wave and of its derivative divided by the mass gives

$$1+r=t,\qquad v_m(1-r)=v_st,$$

where $v_m$ and $v_s$ are the normal velocities. Hence $t=2v_m/(v_m+v_s)$, and the ratio of transmitted to incident flux is

$$\mathcal T=\frac{v_s}{v_m}t^2=\frac{4v_mv_s}{(v_m+v_s)^2}.$$

Averaged over the emitted electrons, this multiplies the current by 0.51 for $m_m=m_0$ and by 0.41 for $m_m=0.5\,m_0$, with $U$ held at 7.80 eV. The lighter metal has the larger $v_m$, already well above the thermal $v_s$, so the mismatch and the reflection grow. The metal mass has returned, but through the quality of each channel; the number of channels is still set by $m_s$. These numbers depend on the matching rule, which is assumed here and not derived for two crystals as unlike as a metal and a semiconductor. If the derivative itself is taken as continuous, the two factors become about 0.05 and 0.07, so both the size and the trend with $m_m$ change.

## A real contact

The example lies in the regime of a metal on lightly doped n-type gallium arsenide, whose lowest conduction valley is nearly spherical; the values are rough. Among the corrections to the current estimated here, incomplete transmission is the largest. The abrupt step, which ignores the rounding of the barrier by the image force, suggests a factor of about two in current, or $k_BT\ln(1/0.51)\approx0.017$ eV in the extracted barrier, for the matching rule used above; the other rule would give about 0.08 eV, so this correction is also the least certain. With a doping of $10^{15}$ cm⁻³ the estimated image-force lowering is 0.012 eV. It changes the current by a factor 1.6 if 0.80 eV is the barrier before lowering, and not at all if, as here, $\Phi$ is the actual top. Tunnelling and reflection at an isolated parabolic barrier top would add about 4%. The actual top is asymmetric and lies only 4.6 nm from the step, so this factor does not simply multiply the step factor: the wave equation with step, image potential and depletion field together gives about 0.57 in place of 0.51. Non-parabolicity of the band adds about 3%. The mean free path estimated from a mobility of 8000 cm²/(V s) is about 130 nm, against about 19 nm for a potential drop of $k_BT/e$ at the maximum depletion field (somewhat more when measured from the rounded barrier top), which favours emission over diffusion as the limiting step. Diffusion is not negligible, however. The thermionic-diffusion estimate $1/(1+v_R/v_D)$, with $v_R=\bar v/4$ and $v_D$ of the order of mobility times field, lowers the current by about 10% at zero bias and about 15% at 0.35 V forward bias, where the field is weaker. The other field-dependent estimates here are for zero bias.

A Richardson plot needs more caution. If the barrier falls linearly, $\Phi=\Phi_0-\gamma T$, then

$$J=A^*e^{\gamma/k_B}\,T^2e^{-\Phi_0/k_BT},$$

and the intercept yields $A^*e^{\gamma/k_B}$. A rough $\gamma=2\times10^{-4}$ eV/K multiplies the apparent constant by about 10, from 8 to about 80 A/(cm² K²). With the temperature-dependent step reflection included, a fit between 250 and 350 K gives about 60. A fitted prefactor many times larger than 8 A/(cm² K²) is therefore not by itself evidence that the metal mass governs emission. The numerical output lists the remaining estimates.

## Table of computed values

```
semiconductor mass: 0.067 m0; metal mass: 1.00 m0
temperature: 300 K; kT: 0.02585 eV
barrier: 0.80 eV; metal Fermi energy: 7.0 eV
barrier top above metal band bottom U: 7.80 eV
A, semiconductor mass: 8.052 A/(cm2 K2)
same in SI: 8.0516e+04 A/(m2 K2)
A, metal mass (wrong here): 120.17 A/(cm2 K2)
J at 300 K: 2.635e-08 A/cm2 = 2.635e-04 A/m2
J with metal mass (wrong): 3.932e-07 A/cm2
overestimate from metal mass: 14.93 times
equivalent barrier error: 0.0699 eV
J at 400 K, same barrier: 1.073e-04 A/cm2
grid mass, metal 1.0 m0: 0.0670 m0
grid mass, metal 0.5 m0: 0.0670 m0
grid mass, metal 0.03 m0: 0.0670 m0
grid mass, metal 0.4, semicond. 1.2: 1.1999 m0
grid mass without refraction: 1.0019 m0
grid mean excess energy: 2.001 kT
shallow band: metal 0.3, semicond. 1.0 m0, U 1.0 kT
shallow band cutoff: 0.4286 kT; lost fraction: 0.4560
shallow band mass: grid 0.5440, formula 0.5440 m0
energy 2kT: 0.05170 eV
semiconductor channels at 2kT: 0.00724 per nm2 and spin
metal channels at 2kT: 16.400 per nm2 and spin
modes counted in 1000 nm square: 7209
escape angle in metal at 2kT: 1.204 degrees
density of states N_c: 4.352e+17 cm^-3
mean speed: 4.157e+07 cm/s
abrupt-step current factor, metal 1.0 m0: 0.513
abrupt-step current factor, metal 0.5 m0: 0.406
doping: 1.0e+15 cm^-3; permittivity ratio: 12.9
built-in potential: 0.643 V; depletion width: 957 nm
maximum field: 0.0134 MV/cm
rough breakdown field: 0.4 MV/cm
image lowering: 0.0122 eV; factor: 1.606
barrier top distance from metal: 4.56 nm
barrier-top quantum hbar*omega: 0.0259 eV
rounded-top tunnelling/reflection factor: 1.0430
non-parabolicity: 0.6 /eV; factor: 1.0310
satellites: 0.29 eV up, summed mass 1.2 m0
satellite-valley added fraction: 2.41e-04
degeneracy correction fraction: 9.09e-15
mobility: 8000 cm2/Vs; mean free path: 127 nm
distance for a kT potential drop: 19.2 nm
barrier drift: 2.0e-04 eV/K
apparent A / true A from drift: 10.18
```
